The electron degradation spectrum in the limit of small energy losses

In a model polymer resist, an electron released at 2000 eV travels on average 0.0672 nm per eV of energy interval near 1000 eV. The reciprocal of the stopping power there is 0.0693 nm/eV, so the two agree to 3 %. Near 50 eV the same electron travels 15 % less than the reciprocal. An electron released at 80 eV travels no distance at all at 78 eV, although the reciprocal there is 0.0232 nm/eV. The reciprocal is a limit, and its errors can be calculated.

**Definitions and assumptions**

The medium is uniform and unbounded, and collisions never return energy to the electron. Let k(T,W) dW be the probability per unit path that an electron of kinetic energy T loses an energy in dW at W. Its moments are

μ(T) = ∫ k dW, S(T) = ∫ W k dW, Ω(T) = ∫ W² k dW.

Here 1/μ is the inelastic mean free path and S is the stopping power. The ratio Ω/S is an energy: the mean loss when each loss is weighted by its own size.

The degradation spectrum y(T) is defined so that y(T) dT is the mean path travelled with energy in dT, per source electron of energy T0. Secondaries are not counted. After an ionizing collision the faster outgoing electron is called the primary. Tracking ends when the energy falls below a cutoff Tc. Above Tc, S is positive and varies smoothly. Elastic scattering bends the path but leaves y unchanged, because the medium has no boundary.

**The balance and the crossing identity**

Electrons leave energy T at the rate μ(T)y(T). They arrive from the source or by a loss from a higher energy:

μ(T) y(T) = δ(T−T0) + ∫ k(T+W,W) y(T+W) dW. (1)

Integrate (1) over all energies above a chosen T < T0. In the last term, name the energy before the collision T′. The electron is still above T afterwards if W < T′−T. Hence

∫_T μ(T′)y(T′) dT′ = 1 + ∫_T y(T′) [∫₀^(T′−T) k(T′,W) dW] dT′.

Moving the last term to the left leaves the collisions with W > T′−T. With K(T,w) = ∫_w^∞ k(T,W) dW and w = T′−T,

∫₀^(T0−T) K(T+w,w) y(T+w) dw = 1. (2)

Each electron crosses T once on its way down. Equation (2) holds for losses of any size.

**The limit and its first correction**

Exchanging the order of integration gives the moments of K. A loss W contributes for all w from 0 to W, so

∫ K dw = ∫ k (∫₀^W dw) dW = S,
∫ w K dw = ∫ k (∫₀^W w dw) dW = Ω/2.

Suppose that T0−T exceeds nearly all the losses that end at T, the rare large ones included, and that y is smooth there. The upper limit in (2) can then be extended to infinity, and the integrand expanded at fixed second argument of K:

K(T+w,w) y(T+w) ≈ K(T,w) y(T) + w d[K(T,w) y(T)]/dT.

Integrating over w gives

1 ≈ yS + ½ d(yΩ)/dT. (3)

The leading order is y = 1/S. Putting this into the small term gives

y S ≈ 1 − ½ d(Ω/S)/dT. (4)

If Ω/S grows with energy, the spectrum lies below 1/S. At this order a constant Ω/S causes no error away from the source, however large the mean free path.

**In what sense the limit holds**

The expansion assumed a smooth y. A proof without that assumption uses averages over energy. Take a smooth weight h(T) that vanishes at and below Tc, and define F by F′ = h/S, with F = 0 at and below Tc. Multiply (1) by F and integrate. In the arrival term, again use the energy before the collision as the variable:

∫ μyF dT = F(T0) + ∫ y(T) ∫ k(T,W) F(T−W) dW dT.

Since μ = ∫ k dW, this rearranges to

F(T0) = ∫ y(T) ∫ k(T,W) [F(T)−F(T−W)] dW dT. (5)

Let M be the largest value of |(h/S)′|. Taylor's theorem says that F(T)−F(T−W) differs from W F′(T) by at most ½MW². The term W F′ integrates to S F′ = h, and F(T0) = ∫ h/S dT. Therefore

|∫ y h dT − ∫ h/S dT| ≤ ½ M ∫ yΩ dT. (6)

The right side is controlled by energy conservation. The electron loses S per unit path on average, so

∫ yS dT = T0 − ⟨T_exit⟩ ≤ T0, (7)

where T_exit is the energy just after it falls below Tc. Writing yΩ = (yS)(Ω/S) gives

∫ yΩ dT ≤ T0 max(Ω/S).

If Ω/S tends to zero at fixed S, every such average of y tends to the same average of 1/S. This is the precise statement of the limit. Above T0, y is zero.

Averages are needed because every source leaves a spike. The path before the first collision is spent at T0, so y contains δ(T−T0)/μ(T0). The Cauchy–Schwarz inequality S² ≤ μΩ gives 1/μ ≤ Ω/S², so the weight of the spike vanishes in the limit.

A fixed loss quantum w shows the same point throughout the spectrum. The electron visits T0, T0−w, T0−2w and so on, and travels 1/μ = w/S at each. Then ∫ yh dT = Σ w h/S, which is a Riemann sum for ∫ h/S dT. The averages converge, while y itself is a comb of spikes for every nonzero w.

**A case that can be solved**

Let the electron lose a random fraction of its energy, with

k(T,W) = μ(T) (a/T) (1−W/T)^(a−1), 0 < W < T.

Large a means small losses. The moments are

S = μT/(a+1), Ω = 2μT²/[(a+1)(a+2)].

Try y = a/(μT) below T0, plus the spike. Arrivals from the smooth part are

∫_T^T0 (a²/T′²)(T/T′)^(a−1) dT′ = a/T − aT^(a−1)/T0^a.

Arrivals from the spike are k(T0,T0−T)/μ(T0) = aT^(a−1)/T0^a. The sum is a/T = μy, so (1) is satisfied for any μ(T). The result is

yS = a/(a+1).

Equation (4) uses Ω/S = 2T/(a+2) and predicts 1 − 1/(a+2) = (a+1)/(a+2). For a = 8 the two values are 0.889 and 0.900. Their difference, 1/[(a+1)(a+2)], is of second order in 1/a.

**The extra path near the source**

The average also gives the first correction at the source. Keeping the second-order Taylor term in (5) gives

∫ yh dT − ∫ h/S dT ≈ ½ ∫ yΩ (h/S)′ dT.

Replace y by 1/S on the right and integrate by parts. The lower end vanishes with h, and

∫ yh dT − ∫ h/S dT ≈ h(T0) Ω(T0)/[2S(T0)²] − ½ ∫ (Ω/S)′ (h/S) dT. (8)

The second term is the correction already found in (4). The first is extra path gathered near T0, and it includes the spike. The total path can therefore exceed ∫ dT/S even where yS is below one over most of the energy range.

**The resist model**

The example uses rough, round parameters: plasmon energy Ep = 20 eV, width Γ = 12 eV and gap Eg = 5 eV. Energies are measured from the bottom of the conduction band. In Hartree atomic units the collision probability in the Born approximation is

k(T,W) = (1/πT) ∫ (dq/q) L(q,W),
L = Ep² Γ W / [(E_q²−W²)² + Γ²W²], E_q = Ep + q²/2.

The wave number q runs between √(2T) − √(2(T−W)) and √(2T) + √(2(T−W)). A secondary is taken from the top of the valence band and starts with W−Eg. It must not be faster than the primary, so W−Eg ≤ T−W. Losses therefore run from Eg to (T+Eg)/2.

The integral over q was done numerically, and energy was divided into cells of 0.5 eV. Let r_ij be the rate per unit path for dropping j cells from cell i. Place one arrival in the source cell and work downwards:

P_i = A_i/Σ_j r_ij, then add P_i r_ij to A_(i−j).

Here A_i counts arrivals and P_i is the mean path in the cell. Below the source, y is P_i divided by the cell width. The source cell holds the spike and is kept as a path length. S and Ω are sums over the same rates. To include secondaries, P_i r_ij is also added to the cell at energy W−Eg.

**A 2000 eV source**

In the table, "first" is the right side of (4), with the slope of Ω/S taken between 0.9T and 1.1T. "All" is the spectrum of primary and secondaries together, multiplied by S.

T (eV)  S (eV/nm)  Ω/S (eV)  yS     first  all
1500    10.67      112       0.990  0.977  0.99
1000    14.42      88        0.970  0.974  0.97
500     23.35      60        0.965  0.969  1.06
200     39.16      39        0.952  0.957  1.72
100     46.12      29        0.930  0.935  3.50
50      25.15      20        0.848  0.842  8.88

At 1000 eV the stopping power is 14.42 eV/nm, or 0.0280 hartree/bohr. The correction there can be read from the neighbouring rows. Ω/S rises by 52 eV between 500 and 1500 eV, a slope of 0.052, and half of this gives yS ≈ 0.974.

The mean loss at 2000 eV is 35.7 eV, but Ω/S is already 134 eV at 1980 eV. Rare hard collisions cause the difference. For large W the loss function is concentrated at W ≈ q²/2. Its sum rule, ∫ W L dW = 2π²n for valence density n, then gives

L ≈ (2π²n/W) δ(W−q²/2), k ≈ πn/(TW²).

With losses up to about T/2, the hard part of Ω is πn/2. The same sum rule gives S ≈ 2πnΛ/T, where Λ is the logarithm from ∫ dq/q. The hard contribution to Ω/S is thus about T/(4Λ). It grows more slowly than T, because Λ also increases. If Λ varies as ln T plus a constant, (4) gives a deficit

1 − yS ≈ (1/8Λ)(1 − 1/Λ).

At 1000 eV, S and n give Λ ≈ 3.8 and a deficit of 2.4 %, below the 3.0 % in the table. The gap is systematic. Because hard losses reach T/2, the terms dropped from (3) are also of order 1/Λ, so (4) does not give the leading coefficient exactly. Putting k = πn/(TW²) and y ∝ T into (2) without expanding gives (1 − ln 2)/2 ≈ 0.153 in place of 1/8. With the same factor (1 − 1/Λ), this is a deficit of 3.0 % at 1000 eV. In this nonrelativistic model, raising the energy brings yS towards one only logarithmically.

Close to the source the expansion fails. At 1980 eV, yS is 1.81, while (4) gives 0.98. That energy is one plasmon loss below the source, where many electrons arrive after their first collision. Hard collisions carry the memory of the source much further down. At 1500 eV, about fourteen mean losses below T0, yS is still 0.990 against 0.977 from (4), while a 10 keV source gives 0.97 at the same energy.

Down to 20 eV, ∫ dT/S is 138.9 nm and the mean path is 142.8 nm. Equation (8) accounts for the sign. Using the values at 1980 eV, the source term is

134/(2 × 8.62) = 7.8 nm,

of which 4.2 nm is the first flight. The second term of (8) is half the slope of Ω/S, weighted by the path ∫ dT/S. It removes about 2.2 nm above 1000 eV, 1.4 nm between 50 and 1000 eV, and 0.6 nm between 20 and 50 eV, or 4.2 nm in all. The remaining 3.6 nm is close to the calculated excess of 3.9 nm.

**An 80 eV source**

This energy is typical of a photoelectron released by an extreme-ultraviolet photon of about 92 eV.

T (eV)  S (eV/nm)  yS     all
78      43.18      0.000  0.00
70      40.29      0.430  0.43
60      34.30      0.946  0.95
50      25.15      0.847  0.85
40      15.03      0.838  0.84
30      7.90       0.807  1.09
20      3.70       0.823  1.88

The spectrum is zero between 75 and 80 eV, apart from the spike, because no loss is smaller than the gap. The value near one at 60 eV does not show that the limit has been reached: ten eV higher yS is 0.43, and ten eV lower it is 0.85. The mean first loss is 22.9 eV, more than a quarter of the starting energy.

At 50 eV the two sources give almost the same yS, but this is partly chance. At 40 eV the 2000 eV source gives 0.80 and the 80 eV source 0.84, so the 80 eV electron still keeps some memory of its start. For the 2000 eV electron, released far above, the 15 % deficit at 50 eV comes mainly from the slope of Ω/S, as (4) says. Here Ω/S is 0.4T, so the neglected terms are a few per cent: at 30 eV, (4) gives 0.82 against a solved 0.80.

The cells from 20 eV upwards sum to a mean path of 3.79 nm, against 4.14 nm from ∫ dT/S. The lowest cell reaches 0.25 eV below 20 eV; without that part the mean path is 3.73 nm. The sign is now reversed. With the values at 78 eV, where Ω/S = 26.1 eV, the source term in (8) adds 26.1/(2 × 43.18) = 0.30 nm. The deficit of roughly 20 % between 20 and 50 eV, where most of the path lies, outweighs it.

**When secondaries matter**

A secondary cannot start above (T0−Eg)/2. This is 997.5 eV for the first source and 37.5 eV for the second, and above these energies the full cascade and the primary have the same spectrum. Below them the difference grows as the energy falls. For the 2000 eV source it is about 10 % at 500 eV. For the 2000 eV source, the total path per unit energy at 50 eV is about ten times that of the primary (8.88/0.848). A reaction rate obtained by integrating a cross section over 1/S would miss most of the contribution at that energy. The secondaries must then be included as further sources in (1).

**The model beside a real resist**

The plasmon energy corresponds to 290 valence electrons per nm³, a reasonable density for an acrylic resist. The absolute stopping powers are less secure than the relation between y and S. A rough estimate of the carbon and oxygen K shells, 2πn_K ln(T/B)/T with B = 290 eV and n_K = 0.35n, adds 15 % to S at 2000 eV. This is probably about twice too high, because 2000 eV is only a few times the binding energies: a binary-encounter-Bethe estimate with separate carbon and oxygen edges gives 6 to 7 %. Relativity adds about 0.5 %. At 80 eV, multiplying each loss probability by the exchange factor 1−r+r², with r = W/(T+Eg−W), lowers S by 20 %. This probably overstates the effect for collective losses. An assumed loss of one 0.1 eV phonon per nm is 3 % of S at 20 eV. At 300 K, absorption of such phonons is 2 % as likely as emission. The Born approximation needs 1/v to be small in atomic units, but 1/v is 0.41 at 80 eV and 0.82 at 20 eV, so the low-energy values of S are indicative.

A real film also breaks the assumption of an unbounded medium. For a thickness of 40 nm, the 2000 eV range is 3.5 times the film. A straight crossing at the initial 8.6 eV/nm costs only about 0.35 keV. Elastic scattering lengthens the path in the film and raises this to roughly 0.6 keV, in a screened-Rutherford estimate with a resist-like substrate. Most of the slowing down still happens in the substrate, and 1/S does not describe the low-energy primary path inside the film. The 80 eV range is about a tenth of the thickness, so an electron released well inside the film is little affected by its surfaces.

None of these lengths is the blur itself. An electron's displacement cannot exceed its path, so the mean displacement of the 80 eV primary on reaching the cutoff is at most 3.8 nm in this model. Elastic scattering makes it smaller. Motion below 20 eV, where S has fallen to 3.7 eV/nm, and the travel of secondaries can add to it.
